# Invariance of truncated coupled-cluster energies under occupied and virtual orbital rotations

## A change of orbitals that loses two thirds of the correlation energy of minimal-basis LiH

For LiH at a bond length of 1.60 Å in the STO-3G basis, coupled cluster with doubles (CCD) gives a correlation energy of $-0.020011$ hartree with canonical Hartree–Fock orbitals. Mix the two occupied spatial orbitals by 45°, keep only the diagonal elements of the Fock matrix, and solve the equations again: the result is $-0.006586$ hartree. With the full Fock matrix in the same mixed orbitals, it is $-0.020011$ hartree again.

The mixing does not change the Hartree–Fock state. The loss comes from the omitted Fock elements. Below, the invariance is proved, the place where these elements enter is located, and the proof is applied to pair approximations.

All four electrons are correlated. The two occupied and four virtual spatial orbitals give 4 occupied and 8 virtual spin orbitals. Energies are in hartree; the derivation holds in any units, because the physical constants sit inside the integrals.

## Conventions and statement

The spin orbitals are orthonormal. Labels $i,j,k,l$ are occupied in the reference determinant $\Phi_0$, $a,b,c,d$ are virtual, and $p,q,r,s$ are general. The Hamiltonian is

$$H=\sum_{pq}h_{pq}a_p^\dagger a_q+\frac14\sum_{pqrs}\langle pq||rs\rangle a_p^\dagger a_q^\dagger a_s a_r ,$$

with antisymmetrized integrals. The double excitation operator and the doubles part of the cluster operator are

$$X^{ab}_{ij}=a_a^\dagger a_b^\dagger a_j a_i,\qquad T_2=\frac14\sum_{abij}t^{ab}_{ij}X^{ab}_{ij},$$

where $t^{ab}_{ij}$ changes sign when $a,b$ or $i,j$ are exchanged. The factor $1/4$ removes the fourfold counting, so that

$$\langle\Phi_0|(X^{ab}_{ij})^\dagger\,\tfrac14\sum_{cdkl}c^{cd}_{kl}X^{cd}_{kl}|\Phi_0\rangle=c^{ab}_{ij} \tag{1}$$

for any antisymmetric $c$. Let $T=T_1+\dots+T_m$, or a selection of complete ranks such as $T=T_2$ for CCD. With $\bar H=e^{-T}He^{T}$, the equations are

$$E=\langle\Phi_0|\bar H|\Phi_0\rangle,\qquad R^{ab}_{ij}=\langle\Phi_0|(X^{ab}_{ij})^\dagger\bar H|\Phi_0\rangle=0,$$

with one such residual for every amplitude in $T$.

Now rotate the two orbital sets separately:

$$\varphi'_i=\sum_k\varphi_kU_{ki},\qquad \varphi'_a=\sum_c\varphi_cV_{ca},\qquad U^\dagger U=1,\; V^\dagger V=1 .$$

The claim is that if $t$ solves the equations in the old orbitals, then

$$t'^{ab}_{ij}=\sum_{cdkl}V^*_{ca}V^*_{db}\,t^{cd}_{kl}\,U_{ki}U_{lj} \tag{2}$$

and its analogues for other ranks solve them in the new orbitals, with the same energy.

Two conditions matter. Each included rank must contain all its amplitudes. If some orbitals are frozen, $U$ and $V$ may not mix them with active ones, since that would change the set of excitations in $T$.

## Proof

**The reference.** Creation operators transform like orbitals, $a_i'^\dagger=\sum_k a_k^\dagger U_{ki}$. For $N$ electrons,

$$|\Phi'_0\rangle=a_1'^\dagger\cdots a_N'^\dagger|{\rm vac}\rangle=\sum_{k_1\ldots k_N}U_{k_11}\cdots U_{k_NN}\,a_{k_1}^\dagger\cdots a_{k_N}^\dagger|{\rm vac}\rangle .$$

Terms with a repeated label vanish. The others are permutations of $1,\ldots,N$, and reordering the operators gives the sign of the permutation. The sum is therefore a determinant:

$$|\Phi'_0\rangle=\det(U)\,|\Phi_0\rangle,\qquad |\det U|=1 .$$

**The cluster operator.** For virtual orbitals $a_a'^\dagger=\sum_c a_c^\dagger V_{ca}$. Multiply by $V^*_{da}$, sum over $a$, and use $VV^\dagger=1$. For occupied annihilators, $a'_i=\sum_kU^*_{ki}a_k$; multiply by $U_{li}$ and sum over $i$. The inverse relations are

$$a_d^\dagger=\sum_aV^*_{da}a_a'^\dagger,\qquad a_l=\sum_iU_{li}a'_i .$$

Insertion into $T_2$ gives

$$T_2=\frac14\sum_{abij}\Big[\sum_{cdkl}V^*_{ca}V^*_{db}t^{cd}_{kl}U_{ki}U_{lj}\Big]a_a'^\dagger a_b'^\dagger a'_ja'_i .$$

The bracket is (2). Thus (2) describes the same operator in new coordinates. Every further excitation adds one factor $V^*$ and one factor $U$, so the argument holds for each rank. $T$ and $H$ are unchanged operators, and so is $\bar H$.

**Energy and residual.** The bra $\langle\Phi'_0|$ carries $\det(U)^*$ and the ket carries $\det(U)$. Their product is one, hence $E'=E$. For the residual,

$$X'^{ab}_{ij}=\sum_{cdkl}V_{ca}V_{db}U^*_{ki}U^*_{lj}X^{cd}_{kl}.$$

The adjoint conjugates the coefficients, and the phases cancel again:

$$R'^{ab}_{ij}=\sum_{cdkl}V^*_{ca}V^*_{db}R^{cd}_{kl}U_{ki}U_{lj}. \tag{3}$$

This is a unitary, hence invertible, linear map. $R'$ vanishes if and only if $R$ vanishes, which proves the claim.

**Which solution.** The equations are nonlinear and may have several solutions. The proof pairs the solutions in the two bases; it does not say which one a solver finds. Write (2) and (3) as $t'=Mt$ and $R'(Mt)=MR(t)$. Differentiation at $t=0$ gives $J'M=MJ$ for the Jacobians. One step of the iteration $t\leftarrow t-J^{-1}R(t)$ then becomes

$$Mt-J'^{-1}MR=M\,(t-J^{-1}R).$$

Started from zero amplitudes, this iteration produces corresponding iterates in both bases and, if it converges, corresponding solutions. The CCD and pair-model energies quoted here were obtained in this way.

## Where the Fock matrix enters

The Fock matrix is $f_{pq}=h_{pq}+\sum_i\langle pi||qi\rangle$. Its occupied sum is unaffected by $U$, because $\sum_iU^*_{ki}U_{li}=\delta_{kl}$. Its blocks therefore transform as

$$f'_{oo}=U^\dagger f_{oo}U,\qquad f'_{vv}=V^\dagger f_{vv}V,\qquad f'_{ov}=U^\dagger f_{ov}V .$$

Split the Hamiltonian, normal ordered with respect to $\Phi_0$, into $H=E_{\rm ref}+F+W$, where $F$ contains $f$ and $W$ contains the remaining two-electron part. Up to constants, which drop out of commutators, the diagonal blocks of $F$ are $F_{oo}=\sum f_{kl}a_k^\dagger a_l$ and $F_{vv}=\sum f_{cd}a_c^\dagger a_d$. The anticommutation rules give

$$[F_{vv},a_a^\dagger]=\sum_cf_{ca}a_c^\dagger,\qquad [F_{oo},a_i]=-\sum_lf_{il}a_l .$$

Apply these to each operator in $T_2$ and rename the summation labels so that $X^{ab}_{ij}$ stands in every term. By (1), the contribution to the residual is

$$R^{ab}_{ij}\big|_F=\sum_c\left(f_{ac}t^{cb}_{ij}+f_{bc}t^{ac}_{ij}\right)-\sum_k\left(f_{ki}t^{ab}_{kj}+f_{kj}t^{ab}_{ik}\right). \tag{4}$$

There are no higher terms from these blocks: $[F_{oo}+F_{vv},T_2]$ consists of excitation operators and commutes with $T_2$.

The occupied–virtual block behaves differently. Its part $a_c^\dagger a_k$ commutes with $T_2$ and creates a single excitation. Its part $a_k^\dagger a_c$ lowers the excitation level by one; one commutator with $T_2$ changes the level by $+1$, and two change it by $+3$. None of these is level 0 or 2. In CCD this block therefore enters neither the correlation energy nor the doubles equations. The energy comes from the part of $W$ that removes two excitations:

$$E_c=\frac14\sum_{ijab}\langle ij||ab\rangle t^{ab}_{ij}. \tag{5}$$

With singles present, $f_{ai}$ is a source in the singles equations and $\sum_{ia}f_{ia}t^a_i$ contributes to the energy.

## What a diagonal Fock matrix does

Keeping $f_{pp}$ alone replaces $f_{oo}$ by its diagonal part in whatever basis is in use. In general ${\rm diag}(U^\dagger f_{oo}U)\ne U^\dagger{\rm diag}(f_{oo})U$, so a different operator is used in each basis and (3) fails.

In the example, the same real rotation acts on both spins:

$$\varphi'_1=\cos\theta\,\varphi_1+\sin\theta\,\varphi_2,\qquad \varphi'_2=-\sin\theta\,\varphi_1+\cos\theta\,\varphi_2 .$$

The sign of each canonical orbital is fixed by making its largest atomic-orbital coefficient positive. With canonical energies $\varepsilon_1=-2.348762$ and $\varepsilon_2=-0.285271$,

$$f'_{12}=-\cos\theta\sin\theta\,\varepsilon_1+\sin\theta\cos\theta\,\varepsilon_2=\tfrac12\sin2\theta\,(\varepsilon_2-\varepsilon_1).$$

At 45° this is $\tfrac12(2.063491)=1.031746$, while $f'_{11}=f'_{22}=\tfrac12(\varepsilon_1+\varepsilon_2)=-1.317016$. The omitted element is comparable with those retained.

| $\theta$ | CCD, full $f$ | CCD, diagonal $f$ |
|---:|---:|---:|
| 0° | −0.020011 | −0.020011 |
| 15° | −0.020011 | −0.014299 |
| 30° | −0.020011 | −0.008217 |
| 45° | −0.020011 | −0.006586 |
| 90° | −0.020011 | −0.020011 |

The error at 45° is $0.013425$ hartree, or 35.2 kJ/mol, which is 67% of the full-Fock correlation energy in this basis; the fraction is smaller in larger bases (see the last paragraph). At 90° the orbitals have merely been exchanged, apart from a sign; $f'_{12}=0$ and nothing is omitted. Rotations among degenerate orbitals are harmless for the same reason.

A leading-order model shows the mechanism and the rough size of the loss. Keep the source integral and (4), and let the source $v$ act on the valence pair $\varphi_2^2$ alone, exciting it to virtual orbitals of energies $\varepsilon_a,\varepsilon_b$. In canonical orbitals the amplitude is $-v/\Delta$ with $\Delta=\varepsilon_a+\varepsilon_b-2\varepsilon_2$, and the energy is $-v^2/\Delta$. At 45° the source is spread over four opposite-spin occupied pairs, each with $v/2$. With diagonal $f$ every pair has the denominator $\Delta'=\varepsilon_a+\varepsilon_b-\varepsilon_1-\varepsilon_2$, so the energy is

$$-4\,\frac{(v/2)^2}{\Delta'}=-\frac{v^2}{\Delta'} .$$

The core energy has entered the valence denominator. The surviving fraction is $\Delta/\Delta'$. When both electrons go to the same virtual orbital, $\varepsilon_b=\varepsilon_a$ and a common factor 2 cancels, leaving $(\varepsilon_a-\varepsilon_2)/[\varepsilon_a-\tfrac12(\varepsilon_1+\varepsilon_2)]$. For the lowest virtual orbital ($0.078217$) this is $0.3635/1.3952=0.26$; for the highest ($0.547708$) it is $0.8330/1.8647=0.45$. Summed over all virtual orbitals with the actual integrals, the model energy goes from $-0.012676$ to $-0.005284$ hartree, a fraction of 0.42. The CCD fraction, $0.006586/0.020011=0.33$, lies in the same range but lower: the terms beyond leading order enlarge the canonical energy more than the diagonal-$f$ one.

The off-diagonal elements repair this. The four amplitudes are equal in the model, so the occupied part of (4) contains $f'_{11}+f'_{12}=-1.3170+1.0317=-0.2853=\varepsilon_2$ for each electron. The valence denominator $\Delta$ returns.

## Amplitudes and pair energies in the example

Let $M_{kl}$ be the CCD amplitude that moves a spin-up electron from spatial orbital $k$ and a spin-down electron from $l$ into the highest virtual orbital. The canonical values are

$$M_{11}=-0.001050,\qquad M_{22}=-0.117696,\qquad M_{12}=M_{21}=-0.000219 .$$

At 45° all products of sine and cosine are $1/2$, and (2) gives

$$M'_{11}=\tfrac12(M_{11}+M_{22})+M_{12}=-0.059373-0.000219=-0.05959,$$
$$M'_{22}=\tfrac12(M_{11}+M_{22})-M_{12}=-0.059373+0.000219=-0.05915,$$
$$M'_{12}=\tfrac12(M_{22}-M_{11})=-0.05832 .$$

Solving the CCD equations anew in the rotated orbitals gives these same values. One large amplitude has become four of similar size.

Define the pair energy $e_{ij}=\tfrac12\sum_{ab}\langle ij||ab\rangle t^{ab}_{ij}$, so that $E_c=\tfrac12\sum_{ij}e_{ij}$. Collected by spatial orbitals, the contributions are:

| Pair | canonical | 45° |
|---|---:|---:|
| $1,1$ | −0.000132 | −0.005934 |
| $2,2$ | −0.019786 | −0.005428 |
| $1,2$, all spins | −0.000093 | −0.008648 |

Each column sums to $-0.02001$. The total is invariant, but its division into pairs depends on the orbitals.

## Pair approximations

**Linearized CCD, or CEPA(0).** Let $L^{ab}_{ij}(t)$ be the part of the CCD residual of degree zero and one in $t$. Since (2) is linear, (3) holds separately for each degree, and $L=0$ is covariant. The correlation energy is $-0.020447$ hartree at all five angles.

**CEPA(2).** Configuration interaction with doubles requires

$$\langle\Phi_0|(X^{ab}_{ij})^\dagger(H-E_{\rm ref}-E_c)(1+T_2)|\Phi_0\rangle=L^{ab}_{ij}-E_ct^{ab}_{ij}=0 .$$

Here $L$ appears because the extra commutator term $T_2(H-E_{\rm ref})\Phi_0$ has no doubles component. The uniform shift $E_ct^{ab}_{ij}$ is covariant. The spin-orbital form of CEPA(2) replaces it by a pair-dependent one:

$$L^{ab}_{ij}-e_{ij}t^{ab}_{ij}=0 .$$

Covariance would require the new shift to be $\sum_{kl}U_{ki}U_{lj}e_{kl}t'^{ab}_{kl}$, with $t'$ here transformed in its virtual labels alone. The method instead uses $e'_{ij}\sum_{kl}U_{ki}U_{lj}t'^{ab}_{kl}$. These differ in general when the $e_{kl}$ differ. Under virtual rotations alone, the sum over $a,b$ in $e_{ij}$ pairs each $V$ with $V^*$, so $e_{ij}$ and the energy are invariant. In the example the energy moves from $-0.020014$ at 0° to $-0.020333$ hartree at 45°, a change of 1.6% of its canonical value.

**Pair CCD.** This model keeps amplitudes that move both electrons of one spatial orbital into one spatial orbital. It keeps $M_{11}$ and $M_{22}$ but discards $M_{12}$, which the rotation makes just as large. The off-diagonal Fock elements cannot help: in (4) they couple $M_{11}$ to the discarded $M_{12}$. The energy falls in magnitude from $0.016036$ to $0.002957$ hartree at 45°, a fraction of 0.18. In the model above, two of four equal contributions survive, so the fraction for each virtual orbital is half of 0.26 to 0.45, or 0.13 to 0.22, and the sum over virtual orbitals gives 0.21. This is only a rough guide: with the core sources included, the leading-order fraction is 0.28.

## Changes of reference and the occupied–virtual block

Mixing occupied with virtual orbitals changes $\Phi_0$ and lies outside the proof. Take $\varphi'_2=\cos\theta\,\varphi_2+\sin\theta\,\varphi_3$ and $\varphi'_3=-\sin\theta\,\varphi_2+\cos\theta\,\varphi_3$, with the sign convention above. For $\theta=0.10$ rad the CCD total energy rises from $-7.881875$ to $-7.880854$ hartree; for $\theta=-0.10$ rad it rises to $-7.876812$ hartree. The positive angle is used below.

This new reference is not a Hartree–Fock solution; it has $f_{23}=0.0198$ hartree. It still defines a CCSD energy, $-7.882313$ hartree, which is unchanged by random complex unitary $U$ and $V$. Removing the whole occupied–virtual Fock block gives $-7.881694$ hartree, again the same before and after the rotation. The block transforms into itself, so removing it respects invariance, but the energy is then wrong by $0.000619$ hartree relative to CCSD with the complete Hamiltonian. Invariance is thus a necessary property of a correct CCD or CCSD code, not a sufficient one.

## Use in a program

Off-diagonal Fock elements belong in the residual. Diagonal denominators may still drive the iteration,

$$t^{ab}_{ij}\leftarrow t^{ab}_{ij}-\frac{R^{ab}_{ij}}{f_{aa}+f_{bb}-f_{ii}-f_{jj}},$$

provided that $R$ contains all of (4) and the denominators are nonzero. A converged point then has $R=0$, whatever the denominators were. Convergence itself is not guaranteed and can depend on the orbitals.

The alternative is to diagonalize $f_{oo}$ and $f_{vv}$ separately, transform the integrals, solve there, and return the amplitudes through (2). Then (4) needs diagonal elements alone. For a reference that is not a Hartree–Fock solution, $f_{ov}$ remains and must be kept when singles are included.

The LiH energies illustrate the algebra and are not predictions for the molecule: STO-3G is a minimal basis, and CCD omits singles and independent higher excitations. The lost fraction is not converged with the basis. For the same 45° rotation with all electrons correlated it is 63% in 6-31G, 58% in cc-pVDZ, 31% in cc-pVTZ, and 17% with cc-pCVDZ on Li and cc-pVDZ on H. Over these bases the CCD correlation energy ranges from $-0.018$ to $-0.064$ hartree, while the error stays between $0.011$ and $0.018$ hartree.

Numerical values quoted here were computed with a short program.
